# Integrating current through a narrow channel resonance with an arctangent energy map

A uniform grid of 1024 energies across a 2 eV window gives 1.7% of the current through a certain defect level in a 10 nm transistor channel. Slide the same grid until one node sits on the level, and it gives 321 times the current. A single evaluation of the difference of the Fermi functions, at the level energy, gives the current with a relative error of $1.6\times10^{-5}$. Yet taking 4096 evaluations in the variable that makes this possible lowers the error only to $1.2\times10^{-5}$. The first failure suggests the arctangent map; the second shows what that map leaves undone.

## The level and its width

Take one spin-degenerate orbital in a one-dimensional channel, with coherent motion and no interaction between electrons. Energies are measured from the source Fermi energy. The channel is a flat barrier of height $V_b=0.40$ eV. An attractive delta potential at $x=0$ represents a deep defect, at distances $a_S=4.8$ nm from the source and $a_D=5.2$ nm from the drain. The mass is $m=0.19\,m_0$, and the band bottoms are at $-0.10$ eV in the source and $-0.20$ eV in the drain.

With contacts infinitely far away, the defect binds a state $e^{-\kappa_0|x|}$ at $E_b=V_b-\hbar^2\kappa_0^2/2m$. The delta potential imposes $\psi'(0^+)-\psi'(0^-)=-2\kappa_0\psi(0)$. For $E_b=0.030$ eV, $\kappa_0=1.358$ nm$^{-1}$.

At finite distance, each contact returns a small part of the decaying wave. Let $k_i$ be the wave number in contact $i$. Matching $e^{-\kappa y}+re^{\kappa y}$ to $te^{ik_iy}$ at the interface gives $1+r=t$ and $-\kappa(1-r)=ik_it$. Hence $r=(\kappa+ik_i)/(\kappa-ik_i)$ and $t=2\kappa/(\kappa-ik_i)$. Referred to the defect, the returned amplitude is

$$\rho_i=e^{-2\kappa a_i}\frac{\kappa+ik_i}{\kappa-ik_i}.$$

A unit wave incident from the source enters the barrier with amplitude $2k_S/(k_S+i\kappa)$ and reaches the defect with amplitude $s=2k_Se^{-\kappa a_S}/(k_S+i\kappa)$. Thus

$$\psi=\begin{cases}s e^{-\kappa x}+B(e^{\kappa x}+\rho_Se^{-\kappa x}),&x<0,\\ C(e^{-\kappa x}+\rho_De^{\kappa x}),&x>0.\end{cases}$$

Continuity gives $B=[\psi(0)-s]/(1+\rho_S)$ and $C=\psi(0)/(1+\rho_D)$. Inserting both in the derivative condition gives

$$\psi(0)\left[\kappa\frac{1-\rho_S}{1+\rho_S}+\kappa\frac{1-\rho_D}{1+\rho_D}-2\kappa_0\right]=\frac{2\kappa s}{1+\rho_S}.$$

Now keep first order in $\rho_i$ and in $E-E_b$. Since $\kappa-\kappa_0\simeq-m(E-E_b)/(\hbar^2\kappa_0)$, the bracket becomes

$$-\frac{2m}{\hbar^2\kappa_0}\left[E-E_b+\frac{\hbar^2\kappa_0^2}{m}(\rho_S+\rho_D)\right].$$

The real part of $\rho_S+\rho_D$ shifts the level to $E_r$. The imaginary part gives $i\Gamma/2$, where $\Gamma=\Gamma_S+\Gamma_D$. As $\mathrm{Im}\,\rho_i=2\kappa k_ie^{-2\kappa a_i}/(\kappa^2+k_i^2)$,

$$\Gamma_i=\frac{\hbar^2}{m}\frac{4k_i\kappa_0^3}{k_i^2+\kappa_0^2}e^{-2\kappa_0a_i}.$$

Hence $|\psi(0)|^2=(\hbar^2\kappa_0^2/m)^2|s|^2/[(E-E_r)^2+\gamma^2]$, with $\gamma=\Gamma/2$. The transmission is the ratio of fluxes,

$$T=\frac{k_D}{k_S}|\psi(0)|^2e^{-2\kappa_0a_D}\frac{4\kappa_0^2}{\kappa_0^2+k_D^2}.$$

Substituting $|s|^2=4k_S^2e^{-2\kappa_0a_S}/(k_S^2+\kappa_0^2)$ collects the factors into

$$T(E)=\frac{\Gamma_S\Gamma_D}{(E-E_r)^2+\gamma^2}.$$

The example has $\Gamma_S=2.819$ µeV, $\Gamma_D=1.054$ µeV and $\gamma=1.936$ µeV. The level shifts by $-0.898$ µeV. At 300 K, $kT=25.85$ meV, so $\gamma/kT=7.5\times10^{-5}$. Within $5\gamma$ of the peak, the Lorentzian differs from the full matching solution by at most $3.8\times10^{-4}$ of the Lorentzian's value, on 41 sampled energies.

## The integral to be computed

For electrons moving from source to drain, counting $I$ positive, the Landauer formula is

$$I=\frac{2e}{h}\int T(E)F(E)\,dE,\qquad F=f_S-f_D.$$

The factor 2 is for spin. The Fermi functions have $\mu_S=0$ and $\mu_D=-0.10$ eV, for a drain bias of 0.10 V. Define the unit-area Lorentzian $L(E)=(\gamma/\pi)/[(E-E_r)^2+\gamma^2]$. Then $T=(2\pi\Gamma_S\Gamma_D/\Gamma)L$, and since $h=2\pi\hbar$,

$$I=\frac{2e}{\hbar}\frac{\Gamma_S\Gamma_D}{\Gamma}A,\qquad A=\int L(E)F(E)\,dE.$$

Here the Lorentzian is extended over the whole energy axis, although the derivation holds near its peak. The resulting model error is sized below.

A reference value of $A$ follows from the poles of the Fermi function. With $\omega_n=(2n+1)\pi kT$,

$$f(E)=\frac12-2kT\sum_{n\ge0}\mathrm{Re}\,\frac1{E-\mu+i\omega_n}.$$

Each fraction is analytic in the upper half-plane and decays there. Closing the contour around the pole of $L$ therefore replaces $E$ by $E_r+i\gamma$. With $d_i=E_r-\mu_i$,

$$\langle f_i\rangle=\frac12-2kT\sum_{n\ge0}\frac{d_i}{d_i^2+(\omega_n+\gamma)^2}.$$

The series $\mathrm{Im}\,\psi(x+iy)=\sum_n y/[(n+x)^2+y^2]$ for the digamma function $\psi$ turns the difference into

$$A=-\frac1\pi\mathrm{Im}[\psi(z_S)-\psi(z_D)],\quad z_i=\frac12+\frac{\gamma+id_i}{2\pi kT}.$$

This gives $A=0.23208977$, while $F(E_r)=0.23208607$. With $\Gamma_S\Gamma_D/\Gamma=0.767$ µeV and $2e^2/\hbar=4.868\times10^{-4}$ A/V, the current is $4.868\times10^{-4}\times0.767\times10^{-6}\times0.2321$ A, or 86.7 pA.

## Why the uniform grid fails

Let the spacing be $h_E$ and one node be $E_n$. Poisson summation gives the grid sum

$$S=\sum_{k=-\infty}^{\infty}\int L(E)F(E)e^{2\pi ik(E-E_n)/h_E}\,dE.$$

The $k=0$ term is $A$. For $k>0$ the contour closes upward. The residue of $L$ at $E_r+i\gamma$ is $1/(2\pi i)$, so that pole contributes $F(E_r+i\gamma)q^k$, with

$$q=\exp[2\pi i(E_r+i\gamma-E_n)/h_E].$$

Negative $k$ gives the complex conjugate. Summing the geometric series,

$$S-A\simeq\mathrm{Re}\left[\frac{2F(E_r+i\gamma)q}{1-q}\right].$$

The omitted Fermi poles carry factors $e^{-2\pi^2kT/h_E}$ or smaller, about $10^{-7}$ even for the coarsest grid below.

The peak enters through $|q|=e^{-2\pi\gamma/h_E}$. Treat $F$ as constant near it, and let $\sigma h_E$ be the distance from $E_r$ to the nearest node. Then

$$\frac SA\simeq\frac{\sinh(2\pi\gamma/h_E)}{\cosh(2\pi\gamma/h_E)-\cos2\pi\sigma}.$$

For $h_E\gg\gamma$, a peak midway between nodes gives $\pi\gamma/h_E$; a peak on a node gives $h_E/(\pi\gamma)$. With 1024 nodes, $h_E=1.953$ meV, and the two values are $3.1\times10^{-3}$ and 321, as the direct sums also give. Thus missing the peak is one of two failures; hitting it is the other. An average over grid positions would hide both.

Nodes at the centres of equal cells between $-1$ and $1$ eV give:

| $N$ | $h_E$ (µeV) | $S/A$ |
|---:|---:|---:|
| 64 | 31250 | 0.00022 |
| 1024 | 1953 | 0.0170 |
| 16384 | 122 | 0.098 |
| 131072 | 15.3 | 0.380 |
| 1048576 | 1.91 | 0.998 |

Two coarse grids that both miss the peak can agree that the current is small. Their agreement says nothing about the missing area.

Once $h_E$ is small enough, the relative error is at most about $2e^{-2\pi\gamma/h_E}$. Setting this equal to $\varepsilon$ in a window of width $W$ gives

$$N\simeq\frac{W}{2\pi\gamma}\ln\frac2\varepsilon.$$

For $W=2$ eV and $\varepsilon=10^{-6}$, this is 2.38 million nodes. The rule converges exponentially, but the exponent is set by the half width of the peak.

## Put the Lorentzian into the coordinate

The remedy is to choose nodes with equal Lorentzian area between them. The cumulative area of $L$ is $1/2+\arctan[(E-E_r)/\gamma]/\pi$, which suggests

$$E=E_r+\gamma\tan\theta,\qquad dE=\gamma\sec^2\theta\,d\theta.$$

Because $(E-E_r)^2+\gamma^2=\gamma^2\sec^2\theta$, the peak cancels against the Jacobian:

$$T\,dE=\frac{\Gamma_S\Gamma_D}{\gamma}d\theta,\qquad A=\frac1\pi\int_{-\pi/2}^{\pi/2}F(E_r+\gamma\tan\theta)\,d\theta.$$

The midpoint rule uses $\theta_j=-\pi/2+(j+1/2)\pi/N$ for $j=0,\ldots,N-1$, and its value is the plain average

$$Q_N=\frac1N\sum_{j=0}^{N-1}F(E_r+\gamma\tan\theta_j).$$

For $N=1$ the node is $\theta=0$, so $Q_1=F(E_r)$. This is the narrow-level current: the Fermi functions are sampled at the level, and the peak contributes through its area.

The map needs a correct centre. Suppose it uses the right $\gamma$ but a centre displaced by $\delta$ from the true resonance, and let $F$ be constant. With $x=\gamma\tan\theta$ measured from the map's centre, $e^{2i\theta}=(\gamma+ix)/(\gamma-ix)$ is analytic in the upper half-plane. Its average over the true Lorentzian is its value at $x=\delta+i\gamma$ (taking $\delta$ as the true position minus the map's),

$$p=\frac{i\delta}{2\gamma-i\delta},\qquad |p|=\frac{|\delta|}{\sqrt{4\gamma^2+\delta^2}}.$$

The average of $e^{2ik\theta}$ is likewise $p^k$. The midpoint rule confuses harmonics $k=\pm N,\pm2N,\ldots$ with the constant, so its relative error is at most $2|p|^N/(1-|p|^N)$. Using the unshifted level here would give $|\delta|/\gamma=0.46$ and $|p|=0.23$. A single node would then be 18% low, since it samples the true Lorentzian off its peak, but the error would fall rapidly with $N$. For $|\delta|\gg\gamma$, however, $\ln(1/|p|)\simeq2\gamma^2/\delta^2$, and the required $N$ grows as $(\delta/\gamma)^2$. Locating the resonance to within about its width is part of the algorithm. In this displaced case the mapped integrand must retain the ratio of the true Lorentzian to the one used in the map.

## Why more nodes do not help at first

With the correct centre, the peak is gone, but the Fermi edges remain. An energy at distance $w\gg\gamma$ lies at $\theta\simeq\pm(\pi/2-\gamma/w)$. The whole thermal variation of $F$ is squeezed into layers about $\gamma/kT$ wide at the ends of the interval.

To find the resulting error, expand $F$ at the nodes while all of them remain close to resonance on the thermal scale. The linear terms cancel by symmetry. The quadratic term needs the average of $\tan^2\theta_j$. Put $\alpha_j=(j+1/2)\pi/N$, so that $\tan^2\theta_j=\csc^2\alpha_j-1$. These are the zeros of $\cos N\alpha$ in one period of $\pi$, and $\cos N\alpha$ is proportional to $\prod_j\sin(\alpha-\alpha_j)$. Taking the logarithmic derivative,

$$-N\tan N\alpha=\sum_j\cot(\alpha-\alpha_j).$$

Another derivative at $\alpha=0$ gives $N^2=\sum_j\csc^2\alpha_j$. The average of $\tan^2\theta_j$ is therefore $N-1$, and

$$Q_N=F(E_r)+\frac{(N-1)\gamma^2}{2}F''(E_r)+\cdots.$$

The true average has a term linear in $\gamma$, because the Lorentzian tails fall as $\gamma/(E-E_r)^2$ and reach the Fermi edges. Write its coefficient as $c_1=(\partial A/\partial\gamma)_{\gamma=0}$. Each term in the pole series is the real part of an analytic function of $E_r+i\gamma$, so $\partial^2A/\partial\gamma^2=-\partial^2A/\partial E_r^2$. Thus

$$A=F(E_r)+\gamma c_1-\frac{\gamma^2}{2}F''(E_r)+\cdots,$$

and subtraction gives

$$Q_N-A=-\gamma c_1+\frac{N\gamma^2}{2}F''(E_r)+\cdots.$$

The first term does not depend on $N$. Differentiating the digamma formula gives $-\gamma c_1/A=-1.595\times10^{-5}$ here. The errors computed with the midpoint rule are:

| $N$ | $(Q_N-A)/A$ |
|---:|---:|
| 1 | $-1.595\times10^{-5}$ |
| 16 | $-1.593\times10^{-5}$ |
| 256 | $-1.568\times10^{-5}$ |
| 4096 | $-1.16\times10^{-5}$ |
| 16384 | $6.5\times10^{-7}$ |
| 65536 | $1.60\times10^{-5}$ |
| 262144 | $5.0\times10^{-7}$ |
| 1048576 | $-5\times10^{-11}$ |

The outermost nodes are at distance $\gamma\cot(\pi/2N)\simeq2N\gamma/\pi$ from resonance. They reach $kT$ when $N\simeq\pi kT/(2\gamma)=2.1\times10^4$. Before that scale, additional nodes mostly resample a nearly constant function.

The small error at 16384 is not convergence: at 65536 the error is again as large as at one node, with the opposite sign. At $N=65536$ the lower outermost node lies 0.081 eV below the level, at $-0.051$ eV. That is inside the bias window, where $F$ is large, but its cell extends to energies where $F$ vanishes. The midpoint rule nevertheless gives the whole cell the value of $F$ at that node.

The apparent agreement among $N=1$, 16 and 256 is therefore no proof of convergence beyond the stall. It does establish the leading resonant current when $\gamma\ll kT$ and $F(E_r)$ is not itself small. If the level lies far outside the bias window, $F(E_r)$ can be exponentially small while the Lorentzian tail is not; the relative error of one node may then be large. If $\gamma$ is comparable with $kT$, the single-node formula loses its small parameter, though the mapped integral remains valid for a Lorentzian.

## A coordinate for both energy scales

The stall calls for nodes spaced linearly near the peak and logarithmically in its tails. This is done by

$$E=E_r+\gamma\sinh u,\qquad A=\frac1\pi\int_{-\infty}^{\infty}\frac{F(E_r+\gamma\sinh u)}{\cosh u}\,du.$$

The Jacobian $\gamma\cosh u$ has cancelled one power of $\cosh u$ from the Lorentzian denominator. A cutoff at distance $R$ from resonance needs $|u|\le\mathrm{arsinh}(R/\gamma)$. For $R=1$ eV, this is $|u|\le13.85$: a ratio of energies exceeding $10^5$ costs a modest interval.

Use the trapezoidal rule with spacing $\Delta u$. For constant $F$, its error follows from the Fourier integral $J(w)=\int e^{iwu}\,\mathrm{sech}\,u\,du$. Shifting the contour by $i\pi$ changes the sign of $\cosh u$ and multiplies the exponential by $e^{-\pi w}$. The enclosed pole at $i\pi/2$ gives

$$J(w)(1+e^{-\pi w})=2\pi e^{-\pi w/2},\qquad J(w)=\pi\,\mathrm{sech}(\pi w/2).$$

An even number of nodes placed symmetrically has $u=0$ midway between two of them. The first two Poisson terms, at $w=\pm2\pi/\Delta u$, then enter with negative sign and give a relative error near $-4e^{-\pi^2/\Delta u}$. For 16 nodes, $\Delta u=27.7/15=1.85$, and the estimate is $-0.019$. For 32 it is $-6.4\times10^{-5}$. The computed errors are $-0.0190$ and $-6.44\times10^{-5}$.

With 64 nodes the computed error is $-5.0\times10^{-9}$, larger in magnitude than the $7\times10^{-10}$ from this estimate, which leaves out the variation of $F$. With 128 nodes it is $4\times10^{-12}$. For the Lorentzian integral of this example, 64 sinh nodes do better than 262144 arctangent nodes. Applied to the full matching transmission, 64 or 128 sinh nodes leave a relative error of about $10^{-4}$. The arctangent map remains the shorter road when the narrow-level result suffices.

## What the current means for a device

The parameters are rough values for a short silicon nanowire transistor near its off state, with a deep defect near mid-channel. The 0.10 V drain bias is low for a switching transistor. The flat barrier and abrupt contact steps are idealizations. So is the parabolic decay assumed 0.37 eV below the band edge. A simple two-band dispersion with a gap of 1.12 eV multiplies $\kappa_0$ by $\sqrt{1-0.37/1.12}=0.82$, which raises the factors $e^{-2\kappa_0a_i}$ by about 11 and 13. The size depends on the dispersion assumed, and this gap is indirect: a nonparabolicity of 0.5 eV$^{-1}$ would give 3.6 and 3.9 instead. The current found here therefore illustrates the method and is not a prediction for silicon.

The distances matter too: with the other distance fixed, moving a contact 0.1 nm farther away multiplies that partial width by $e^{-0.27}=0.76$. Moving the defect itself raises one width and lowers the other; the current is largest close to the point where the widths are equal.

Integrating the full matching transmission from the source band bottom to 1 eV gives 86.690 pA, against 86.677 pA from the Lorentzian. The relative difference, $1.5\times10^{-4}$, exceeds the arctangent stall. Measured against the full matching result, converging past the stall therefore removes only about a tenth of the single-node error, even for this simple potential. Without the defect, the same barrier carries 0.13 pA. This is not simply added to the resonant current, since the defect also alters the transmission away from resonance.

Coulomb repulsion is a larger omission. A rough screened estimate, $U=e^2\kappa_0/(4\pi\varepsilon_0\varepsilon_r)$ with $\varepsilon_r=11.7$, gives 0.17 eV, well above $kT$. A master equation for zero, one or two electrons, with tunnelling rates $\Gamma_i/\hbar$, lowers the current to 0.851 of its noninteracting value. The limit of large $U$ explains this. The probabilities of an empty and a singly occupied level are then in the ratio $\sum_i\Gamma_i(1-f_i):2\sum_i\Gamma_if_i$, and the net source current gives

$$I_{U\to\infty}=\frac{2e}{\hbar}\frac{\Gamma_S\Gamma_D(f_S-f_D)}{\Gamma_S(1+f_S)+\Gamma_D(1+f_D)}.$$

At the level, $f_S=0.239$ and $f_D=0.0065$, so the ratio to the noninteracting current is $\Gamma/(\Gamma+\Gamma_Sf_S+\Gamma_Df_D)=0.851$. Occupation by one electron blocks the other spin.

Elastic dephasing that adds 1 meV to the full width, while preserving the area of the transmission peak, raises the current by 0.4%. Lowering the level by 10 meV, with the widths fixed, raises it by 32%. Replacing the mass by $0.92\,m_0$, at fixed level depth and barrier, multiplies $\Gamma_S\Gamma_D/\Gamma$ by $5\times10^{-8}$; the valley that carries the tunnelling matters far more than the quadrature of the peak. The resonant current is then $4.7\times10^{-6}$ pA, while the full matching transmission carries 0.030 pA away from the peak, which the arctangent map with up to 256 nodes misses entirely. Lattice relaxation around the defect and self-consistent electrostatics are not included or sized. For a real device these uncertainties can change even the order of magnitude. When $\gamma\ll kT$ and $F(E_r)$ is not itself small, a map centred on the resonance keeps the grid from spoiling the resonant part of the current. It does not secure the current carried away from the peak, which must be integrated separately and dominates when the level is narrow enough.
